# Permittivity from the TE011 resonance of a rod between plates

**Q.** You want to measure the permittivity of a ceramic by standing a rod between two metal plates and finding a resonance. There is no metal around the side of the rod. Why should there be a sharp resonance at all?

**A.** Because the field outside the rod can be made evanescent. Let the rod have radius $a$, height $L$ and relative permittivity $\varepsilon>1$. It is isotropic, lossless and non-magnetic. It touches two infinite, perfectly conducting plates at $z=0$ and $z=L$, and the space around it is vacuum. I use the time factor $e^{-i\omega t}$ and $k_0=\omega/c=2\pi f/c$.

Consider fields independent of the azimuth $\varphi$, with an electric field $E_\varphi=E(r,z)$ and no other electric component. From $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$,

$$H_r=-\frac{1}{i\omega\mu_0}\frac{\partial E}{\partial z},\qquad H_z=\frac{1}{i\omega\mu_0}\frac1r\frac{\partial(rE)}{\partial r}.$$

The azimuthal part of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ is $\partial_zH_r-\partial_rH_z=-i\omega\varepsilon_0\varepsilon E$. Inserting $H_r$ and $H_z$ and multiplying by $-i\omega\mu_0$ gives

$$\frac{\partial^2E}{\partial z^2}+\frac{\partial}{\partial r}\left[\frac1r\frac{\partial(rE)}{\partial r}\right]+\varepsilon k_0^2E=0,$$

with $\varepsilon$ replaced by 1 outside the rod. The field is tangential to the plates and must vanish there, so

$$E=R(r)\sin\beta z,\qquad \beta=\frac{p\pi}{L},\quad p=1,2,\dots$$

The conditions at $r=a$ do not depend on $z$, so different $p$ do not mix, and $\beta$ is the same in rod and vacuum. Outside,

$$R''+\frac{R'}{r}-\left(\beta^2-k_0^2+\frac1{r^2}\right)R=0.$$

If $k_0<\beta$, that is $f<pc/(2L)$, one solution decays: $K_1(wr/a)$, with $w^2=a^2(\beta^2-k_0^2)$. Above this limit the outside solutions oscillate, an outgoing wave carries energy away between the plates, and the analysis below no longer applies.

**Q.** Inside the rod you will now write a Bessel function $J_1$. How do you know the field oscillates there too?

**A.** Suppose first that it does, and define $u^2=a^2(\varepsilon k_0^2-\beta^2)>0$. The solution finite on the axis is $J_1(ur/a)$. Thus

$$R=A\,J_1(ur/a)\ (r<a),\qquad R=B\,K_1(wr/a)\ (r>a).$$

The identities $(xJ_1)'=xJ_0$ and $(xK_1)'=-xK_0$ give

$$\frac1r(rR)'=A\frac ua J_0(ur/a),\qquad \frac1r(rR)'=-B\frac wa K_0(wr/a)$$

inside and outside. This combination is proportional to $H_z$. Outside, it has the opposite sign to $R$. If $u^2$ were negative, the inner solution would be the growing function $I_1$, for which $(rR)'/r$ has the same sign as $R$; for $u=0$ it would be $R\propto r$, with the same property. Neither can be matched, so the inner field must oscillate.

**Q.** Then match them, and tell me which boundary condition you left out.

**A.** Continuity of $E_\varphi$ and $H_z$ at $r=a$ requires

$$AJ_1(u)=BK_1(w),\qquad AuJ_0(u)=-BwK_0(w).$$

$J_1(u)$ cannot vanish: that would force $B=0$ and then $J_0(u)=0$, but $J_0$ and $J_1$ have no common zero. Dividing the second equation by the first gives the Hakki-Coleman equation for these modes,

$$\boxed{\;u\frac{J_0(u)}{J_1(u)}=-w\frac{K_0(w)}{K_1(w)}\;}$$

Nothing is left out. The remaining component $H_r$ is proportional to $\partial E/\partial z$, so it is continuous once $E$ is. The normal electric field is zero on both sides.

**Q.** A transcendental equation may have many roots. Which one gives the permittivity?

**A.** Call the left side $F(u)$. With $J_0'=-J_1$ and $J_1'=J_0-J_1/u$,

$$F'=\frac{J_0}{J_1}-u-\frac{uJ_0(J_0-J_1/u)}{J_1^2}=-\frac{u}{J_1^2}\left[J_0^2+J_1^2-\frac{2J_0J_1}{u}\right].$$

The bracket is positive. To see this, set $N(u)=\tfrac12u^2(J_0^2+J_1^2)-uJ_0J_1$, which is $u^2/2$ times the bracket. Then

$$N'=u(J_0^2+J_1^2)-uJ_1^2-(uJ_0^2-uJ_1^2)=uJ_1^2 .$$

Here the middle term comes from differentiating $J_0^2+J_1^2$, and the last from differentiating $uJ_1J_0$. Since $N(0)=0$,

$$F'(u)=-\frac{2}{uJ_1^2(u)}\int_0^u tJ_1^2(t)\,dt<0.$$

Let $j_{0m}$ and $j_{1m}$ be the $m$-th positive zeros of $J_0$ and $J_1$. Between $j_{0m}$ and $j_{1m}$, $F$ falls from zero to $-\infty$. In the remaining intervals it is positive. The right side is a fixed negative number once $f$, $a$ and $L$ are given. There is therefore one root in each interval $(j_{0m},j_{1m})$ and none elsewhere. The integer $m$ labels the mode TE$_{0mp}$; TE$_{011}$ has its root between the first zeros.

The permittivity follows without iteration over $\varepsilon$. Adding the definitions of $u^2$ and $w^2$ cancels $\beta^2$:

$$u^2+w^2=a^2k_0^2(\varepsilon-1),\qquad \varepsilon=1+\frac{u^2+w^2}{(ak_0)^2}.$$

**Q.** You can find a root for every $m$. Does every such mode exist in a given rod?

**A.** No. Now hold $\varepsilon$ fixed and eliminate $k_0$:

$$w^2=\frac{a^2\beta^2(\varepsilon-1)-u^2}{\varepsilon}.$$

As $u$ rises, $w$ falls. I need the slope of $G(w)=wK_0/K_1$. With $K_0'=-K_1$ and $K_1'=-K_0-K_1/w$,

$$G'=\frac{2K_0}{K_1}-w+\frac{wK_0^2}{K_1^2}=\frac{2M}{wK_1^2},\qquad M=\frac{w^2}{2}(K_0^2-K_1^2)+wK_0K_1.$$

Differentiation gives

$$M'=w(K_0^2-K_1^2)+wK_1^2-wK_0^2-wK_1^2=-wK_1^2.$$

Since $M\to0$ at infinity, $M=\int_w^\infty tK_1^2\,dt>0$, so $G$ increases with $w$. Along the line of fixed $\varepsilon$, $F+G$ therefore falls steadily as $u$ rises. At $u=j_{0m}$ it equals $G>0$. At the upper end it is negative, either because $F\to-\infty$ at $j_{1m}$ or because $w\to0$, where $G\to0$ and $F<0$. A trapped mode $m$ thus exists, once, if and only if

$$a\beta\sqrt{\varepsilon-1}>j_{0m}.$$

**Q.** Would it not be simpler to put a wall at the rod surface and forget $w$?

**A.** That is what the two limits do. For $w\to0$ the right side of the characteristic equation vanishes and $u\to j_{0m}$: then $H_z=0$ at the surface, a magnetic wall. For $w\to\infty$, $K_0/K_1\to1$, the right side tends to $-\infty$ and $u\to j_{1m}$: then $E_\varphi=0$, an electric wall. When $k_0\ll\beta$, $w\approx p\pi a/L$, so a flat rod tends to the second limit. From $\varepsilon=(\beta^2+u^2/a^2)/k_0^2$, the two walls give a lower and an upper bound on the permittivity for a given frequency and mode.

**Q.** Show me numbers. And do not generate the frequency from the formula you then use to analyse it.

**A.** I take a rod of diameter 10 mm and height 5 mm with a chosen permittivity of 37. The synthetic frequency comes from a finite-element solution of the radial field equation, which uses no Bessel functions. Rounded to 0.01 MHz, it is $f=6.87192$ GHz. This is well below the trapping limit $c/(2L)=29.98$ GHz.

The inversion starts with

$$k_0=0.144025\ \text{mm}^{-1},\quad ak_0=0.720124,\quad \beta=0.628319\ \text{mm}^{-1},$$

$$w=5\sqrt{0.628319^2-0.144025^2}=3.05795,\qquad w\frac{K_0(w)}{K_1(w)}=2.65186.$$

The root of $uJ_0/J_1=-2.65186$ between 2.40483 and 3.83171 is $u=3.05250$. Hence

$$\varepsilon=1+\frac{9.31777+9.35103}{0.518579}=37.000.$$

With more digits the result is 36.99995, lower than the chosen value by $5.3\times10^{-5}$. Rounding can move the frequency by up to 0.005 MHz, which corresponds to $5.4\times10^{-5}$ in $\varepsilon$, so rounding accounts for the difference.

As a wider test, $a\beta\sqrt{\varepsilon-1}=18.85$ predicts six trapped TE$_{0m1}$ modes, and the finite-element solution finds six. Their frequencies agree with the characteristic equation to a relative $10^{-12}$.

For the same TE$_{011}$ frequency, the magnetic and electric walls would give 30.18 and 47.34. Neither is a usable measurement here.

**Q.** And if the resonance you picked was not TE$_{011}$?

**A.** Then the equation returns a wrong answer without complaint. Read as TE$_{021}$, the same frequency gives $\varepsilon=86.8$. A rod of that permittivity really would have its TE$_{021}$ mode there, as the finite-element solution confirms. Modes of other families can be mistaken for it too: TM modes, and hybrid modes whose fields vary with $\varphi$. In the rod of the example, one hybrid mode with $p=1$ lies near 6.0 GHz, below TE$_{011}$, so the lowest resonance is not the one to use. The frequency alone cannot decide. Two remedies are a rough prior value of $\varepsilon$ and a second rod of the same material with another ratio $a/L$: correct labels must give the same permittivity from both.

**Q.** How strongly do errors in frequency and size enter?

**A.** Multiply the radial equation by $rR$ and integrate by parts. The end terms vanish on the axis and at infinity, and those at $r=a$ cancel because $R$ and $(rR)'/r$ are continuous. This gives

$$k_0^2\int_0^\infty\varepsilon R^2r\,dr=\int_0^\infty\left\{\left[\frac{(rR)'}r\right]^2+\beta^2R^2\right\}r\,dr.$$

Now change $\varepsilon$ in the rod or $\beta$ slightly. The accompanying change $\delta R$ contributes, after one more integration by parts, $2\int\delta R\,\{-[(rR)'/r]'+\beta^2R-\varepsilon k_0^2R\}\,r\,dr$. This is zero by the field equation, so the explicit changes are enough. Let $I_{\rm in}$ and $I_{\rm out}$ be the integrals of $R^2r$ inside and outside the rod, and define

$$P=\frac{\varepsilon I_{\rm in}}{\varepsilon I_{\rm in}+I_{\rm out}},\qquad q=\frac{\beta^2(I_{\rm in}+I_{\rm out})}{k_0^2(\varepsilon I_{\rm in}+I_{\rm out})}.$$

$P$ is the fraction of the electric energy in the rod. At fixed sizes, $d\ln f=-\tfrac12P\,d\ln\varepsilon$. At fixed $\varepsilon$ and $a$, $d\beta/\beta=-dL/L$ gives $d\ln f=-q\,d\ln L$. Scaling all lengths together scales $f$ inversely, so the coefficient for $a$ must be $-(1-q)$. Solving for $\varepsilon$,

$$d\ln\varepsilon=-\frac2P\left[d\ln f+q\,d\ln L+(1-q)\,d\ln a\right].$$

The integrals follow from $N$ and $M$. With $R(a)=1$,

$$I_{\rm in}=\frac{a^2}{u^2}\frac{N(u)}{J_1^2(u)}=\frac{a^2}{2}\left[1+\frac{J_0^2}{J_1^2}-\frac{2J_0}{uJ_1}\right]=2.3239\,\frac{a^2}{2},$$

$$I_{\rm out}=\frac{a^2}{w^2}\frac{M(w)}{K_1^2(w)}=\frac{a^2}{2}\left[\frac{K_0^2}{K_1^2}-1+\frac{2K_0}{wK_1}\right]=0.3192\,\frac{a^2}{2}.$$

Hence $P=0.9963$ and $q=0.5829$. The logarithmic sensitivities of $\varepsilon$ are $-2.007$ to $f$, $-1.170$ to $L$ and $-0.837$ to $a$; finite differences of the inversion confirm all three.

An error of 10 µm in the diameter moves $\varepsilon$ by $0.837\times10^{-3}\times37=0.031$. The same error in the height is relatively twice as large and moves it by 0.087. If independent, they combine to 0.092, or 0.25 % of $\varepsilon$. A frequency error of 8.5 MHz would do the same. That is about the full width of the resonance for a loss tangent of $10^{-3}$ and copper plates. Provided the centre is located to a small fraction of that width, the micrometer, not the frequency reading, sets the accuracy in this example.

**Q.** A real plate never touches a ceramic everywhere. Surely an air gap is fatal at $\varepsilon=37$?

**A.** It would be serious if the electric field crossed the gap. Here the field is parallel to the plate and vanishes on it. Take a uniform gap $g$ at one plate, and compare it with a rod that fills the whole spacing $L+g$. At distance $s$ from the plate, $E^2\propto\sin^2\beta s\approx\beta^2s^2$. Replacing dielectric by air in the gap therefore removes electric energy of order $g^3$. For $p=1$ the same first-order argument as before gives a relative frequency rise

$$\frac{\Delta f}{f}\approx\frac{P}{2}\,\frac{\varepsilon-1}{\varepsilon}\,\frac2L\int_0^g\beta^2s^2ds=P\,\frac{\varepsilon-1}{\varepsilon}\,\frac{\pi^2g^3}{3L^3}.$$

For $g=10$ µm this is $2.6\times10^{-8}$, or about 0.175 kHz, and a two-dimensional field calculation gives 0.174 kHz. The estimate holds for $g\ll L$; writing the true spacing $L+g$ for $L$ in it removes this small difference. What matters is the increased spacing. It shifts the frequency by approximately $-qfg/L=-8.01$ MHz; the two-dimensional calculation gives $-7.99$ MHz. If one still inserts the rod height for $L$, the permittivity comes out too high by 0.087. If one inserts the measured plate spacing, this first-order error disappears.

**Q.** The plates are not perfect conductors either.

**A.** In a good non-magnetic metal of conductivity $\sigma$, $E''=-i\omega\mu_0\sigma E$, where derivatives along the surface are negligible because the skin depth $\delta=\sqrt{2/(\omega\mu_0\sigma)}$ is small compared with $a$ and $L$. In the lower plate, $z<0$, the decaying solution is $E\propto e^{(1-i)z/\delta}$. At the surface

$$\frac{E}{E'}=\frac{\delta}{1-i}=\frac{(1+i)\delta}{2}.$$

The field between the plates thus extrapolates to zero at $z=-(1+i)\delta/2$. With two plates, the effective height is $L+(1+i)\delta$ to first order in $\delta/L$. A calculation that resolves the field inside the metal confirms this. (The program uses the time factor $e^{+i\omega t}$, so its imaginary parts have the opposite sign.)

For copper, with a rough conductivity of $5.8\times10^7$ S/m, $\delta=0.797$ µm, and neglecting it makes $\varepsilon$ too high by 0.007. The imaginary part gives damping. Since $f\propto L^{-q}$ locally, the plates contribute $2q\delta/L=1.9\times10^{-4}$ to $1/Q$, where $Q=-{\rm Re}f/(2\,{\rm Im}f)$. Similarly, replacing $\varepsilon$ by $\varepsilon(1+i\tan\delta_d)$, with $\tan\delta_d$ the dielectric loss tangent, contributes $P\tan\delta_d$.

**Q.** How close is all this to an actual measurement?

**A.** Temperature-stable microwave ceramics have permittivities of very roughly 20 to 100, so a value of 37 and a rod of this size are realistic. The loss tangent I used to size the loss effect, $10^{-3}$, is high for a good resonator ceramic. It gives a dielectric $Q$ of 1004 but changes the inferred $\varepsilon$ by only $3\times10^{-5}$. The plate loss above must be subtracted before a dielectric loss is quoted: it is about 19 % of the dielectric loss at a loss tangent of $10^{-3}$, and exceeds it at $10^{-4}$. Of the idealizations examined, perfect contact matters most: a 10 µm gap moves $\varepsilon$ by 0.087 if the rod height is used.

The other effects are smaller for these numbers. Unnoticed warming by 10 K, with a rough expansion of 10 ppm/K and $\varepsilon$ held fixed, gives a bias of $+0.007$. Air of rough permittivity 1.0006 gives $+8\times10^{-5}$. Ending the plates at a radius of 15 mm with an electric or a magnetic wall gives $-4\times10^{-5}$ or $+4\times10^{-5}$. A real open edge is neither and can also radiate, which is not calculated here; the two values show only that little field reaches that radius.

**Q.** Suppose the ceramic is anisotropic. Which permittivity have I measured?

**A.** If it is uniaxial with its axis along the rod, the transverse one. The field has only the component $E_\varphi$, so the axial permittivity never enters the equations, and this resonance carries no information about it. If the axis is tilted, the axial symmetry assumed at the start is lost, and the scalar equation no longer describes the mode.

## Numbers as computed

```
rod diameter = 10.000 mm
rod height = 5.000 mm
chosen permittivity = 37.0000
trapping limit c/(2L) = 29.9792 GHz
a beta sqrt(eps-1) = 18.8496
number of trapped TE0m1 modes = 6
largest relative mode-frequency mismatch = 8.7e-13
synthetic TE011 frequency, rounded = 6.87192 GHz
mesh shift, degree 8 minus 14 = 7.6e-06 kHz
k0 = 0.144025 1/mm
beta = 0.628319 1/mm
w = 3.057945
w K0(w)/K1(w) = 2.651855
bracket for u = 2.404826 to 3.831706
u = 3.052503
a k0 = 0.720124
recovered permittivity = 36.99995
recovered minus chosen = -5.3e-05
bound from frequency rounding = 5.4e-05
permittivity if labelled TE021 = 86.773
permittivity, magnetic wall at rod = 30.184
permittivity, electric wall at rod = 47.344
electric-energy fraction in rod P = 0.996301
height factor q = 0.582872
d ln eps/d ln f = -2.00742
d ln eps/d ln a = -0.83735
d ln eps/d ln L = -1.17007
assumed size error, D and L = 10.0 um
permittivity error from D = 0.0310
permittivity error from L = 0.0866
combined independent size error = 0.0920
air gap at one plate = 10.0 um
frequency shift from gap = -7.993 MHz
gap air versus dielectric = 0.174 kHz
permittivity bias from gap = +0.0865
rough copper conductivity = 5.80e+07 S/m
skin depth = 0.7972 um
effective height increase = 0.7972 um
permittivity bias from skin depth = +0.00690
plate radius = 15.0 mm
bias, electric wall at plate edge = -4.3e-05
bias, magnetic wall at plate edge = +3.9e-05
rough air permittivity = 1.0006
permittivity bias from air = +8.2e-05
assumed loss tangent = 1.0e-03
quality factor from dielectric loss = 1003.7
permittivity bias from loss = +2.8e-05
rough thermal expansion = 10.0 ppm/K
unnoticed warming = 10.0 K
permittivity bias from expansion = +0.00743
```
